# Zero-bias Andreev conductance of a half-transparent single channel: verification in Python

```python
"""Zero-bias Andreev conductance of one spin-degenerate channel.

Result under test: G_NS = (4e^2/h) T^2/(2-T)^2 and G_N = (2e^2/h) T,
so G_NS/G_N = 2T/(2-T)^2, which is 4/9 at T = 1/2.
T: normal-state transmission; R = 1-T; gap: pair potential;
mu: Fermi energy; R_ee, R_he: electron and hole reflection probabilities.
The numerical side matches full Bogoliubov-de Gennes waves, without the
Andreev approximation. Energies are in meV and lengths in nm.
"""
import numpy as np
from scipy import constants as const

mass_ratio = 0.025
mu = 10.0
gap = 0.2
kinetic = (const.hbar**2 / (2 * mass_ratio * const.m_e)
           / (1e-3 * const.e) * 1e18)       # hbar^2/(2m), meV nm^2
k_fermi = np.sqrt(mu / kinetic)


def reflection(energy, pair, barrier, length=0.0, mu_s=mu, gamma=1e-13):
    """Delta barrier at x=0, normal spacer to x=length, then superconductor.

    gamma broadens the superconductor only; its tiny default selects the
    outgoing wave. Returns R_ee and R_he for an incident electron.
    """
    ke = np.sqrt((mu + energy) / kinetic)
    kh = np.sqrt((mu - energy) / kinetic)
    z = complex(energy, gamma)
    xi = np.sqrt(z * z - pair**2)
    if xi.imag < 0:
        xi = -xi
    q1 = np.sqrt((mu_s + xi) / kinetic)
    q2 = -np.sqrt((mu_s - xi) / kinetic)
    norm = np.sqrt(abs(z + xi)**2 + pair**2)
    big, small = (z + xi) / norm, pair / norm
    w = barrier / kinetic
    pe, ph = np.exp(1j * ke * length), np.exp(1j * kh * length)
    # unknowns: r_ee, r_he, spacer electron +/-, spacer hole +/-, two S waves
    m = np.zeros((8, 8), complex)
    rhs = np.zeros(8, complex)
    m[0, [0, 2, 3]] = [-1, 1, 1]
    rhs[0] = 1
    m[1, [0, 2, 3]] = [1j * ke - w, 1j * ke, -1j * ke]
    rhs[1] = 1j * ke + w
    m[2, [1, 4, 5]] = [-1, 1, 1]
    m[3, [1, 4, 5]] = [-1j * kh - w, 1j * kh, -1j * kh]
    m[4, [2, 3, 6, 7]] = [pe, 1 / pe, -big, -small]
    m[5, [2, 3, 6, 7]] = [1j * ke * pe, -1j * ke / pe,
                          -1j * q1 * big, -1j * q2 * small]
    m[6, [4, 5, 6, 7]] = [ph, 1 / ph, -small, -big]
    m[7, [4, 5, 6, 7]] = [1j * kh * ph, -1j * kh / ph,
                          -1j * q1 * small, -1j * q2 * big]
    amp = np.linalg.solve(m, rhs)
    return abs(amp[0])**2, abs(amp[1])**2 * kh / ke


def conductance(*args, **kwargs):
    """Conductance in units of 2e^2/h."""
    r_ee, r_he = reflection(*args, **kwargs)
    return 1 - r_ee + r_he


def barrier_for(transmission):
    """Delta strength in meV nm, from T = 1/(1+Z^2)."""
    return 2 * kinetic * k_fermi * np.sqrt(1 / transmission - 1)


def andreev_probability(transmission):
    return transmission**2 / (2 - transmission)**2


T = 0.5
R = 1 - T
barrier = barrier_for(T)
tiny_gap = 1e-5                              # makes gap/mu negligible
normal = conductance(1e-7, 0.0, barrier)
assert abs(normal - T) < 1e-6

# Main result from full wave matching
ree, rhe = reflection(0.0, tiny_gap, barrier)
ratio = (1 - ree + rhe) / normal
assert abs(ree + rhe - 1) < 1e-6
assert abs(ree - 4 * R / (1 + R)**2) < 1e-5
assert abs(rhe - 1 / 9) < 1e-5
assert abs(ratio - 4 / 9) < 1e-5

# Only the total normal transmission matters at zero energy
rng = np.random.default_rng(4)
worst = 0.0
sampled_t = []
for _ in range(40):
    u = barrier * rng.uniform(0, 2)
    spacer = rng.uniform(0, 200)
    mus = rng.uniform(2, 60)
    t_normal = conductance(1e-7, 0.0, u, spacer, mus)
    g_super = conductance(0.0, tiny_gap, u, spacer, mus)
    worst = max(worst, abs(g_super - 2 * andreev_probability(t_normal)))
    sampled_t.append(t_normal)
assert worst < 1e-4
assert max(sampled_t) - min(sampled_t) > 0.3


def path_sum(transmission, phases, terms):
    """Add successive electron-hole paths through a unitary scatterer."""
    a, b, c, phi = phases
    r = np.sqrt(1 - transmission) * np.exp(1j * a)
    t = np.sqrt(transmission) * np.exp(1j * b)
    tp = np.sqrt(transmission) * np.exp(1j * c)
    rp = -np.sqrt(1 - transmission) * np.exp(1j * (b + c - a))
    electron, out_e, out_h = t, r, 0j
    partial = []
    for _ in range(terms):
        hole = electron * (-1j) * np.exp(-1j * phi)
        out_h += hole * np.conj(tp)
        back = hole * np.conj(rp) * (-1j) * np.exp(1j * phi)
        out_e += back * tp
        electron = back * rp
        partial.append(abs(out_h)**2)
    return out_e, out_h, r, partial


for trial_t in (0.1, 0.35, 0.5, 0.9):
    oe, oh, r0, _ = path_sum(trial_t, rng.uniform(0, 2 * np.pi, 4), 400)
    assert abs(abs(oh)**2 - andreev_probability(trial_t)) < 1e-10
    assert abs(oe - 2 * r0 / (2 - trial_t)) < 1e-10
partial = path_sum(T, (0.3, 1.1, 0.7, 0.2), 60)[3]

# Energy dependence below the gap
for eps in (0.1, 0.4, 0.8):
    predicted = T**2 / ((1 + R)**2 - 4 * R * eps**2)
    found = reflection(eps * tiny_gap, tiny_gap, barrier)[1]
    assert abs(found - predicted) < 1e-4

# Scramble the loop phase by averaging over one period of spacer length
e_test = 0.3 * tiny_gap
dk = np.sqrt((mu + e_test) / kinetic) - np.sqrt((mu - e_test) / kinetic)
lengths = np.arange(128) * np.pi / dk / 128
incoherent = np.mean([conductance(e_test, tiny_gap, barrier, x)
                      for x in lengths]) / normal
assert abs(incoherent - 2 * T / (1 - R**2)) < 1e-4

# Transmission at which superconducting and normal conductances agree
t_equal = 3 - np.sqrt(5)
equal_ratio = conductance(0, tiny_gap, barrier_for(t_equal)) / t_equal
assert abs(equal_ratio - 1) < 1e-4

# Example and neglected effects
base = conductance(0.0, gap, barrier)
shift_mu = base / (ratio * normal) - 1
assert abs(shift_mu + 2 * gap / (3 * mu)) < 5e-4
temperature = 0.05
kt = const.k * temperature / const.e * 1e3
x = np.linspace(-20, 20, 401)
weight = 1 / (4 * np.cosh(x / 2)**2)
thermal = sum(p * conductance(kt * y, gap, barrier)
              for p, y in zip(weight, x)) / weight.sum()
shift_t = thermal / base - 1
thermal_rule = 4 * R / (1 + R)**2 * np.pi**2 / 3 * (kt / gap)**2
assert abs(shift_t / thermal_rule - 1) < 0.05
bias = 0.02
shift_bias = conductance(bias, gap, barrier) / base - 1
spacer = 100.0
shift_spacer = conductance(0, gap, barrier, spacer) / base - 1
shift_both = conductance(bias, gap, barrier, spacer) / base - 1
gamma = 0.02 * gap
shift_gamma = conductance(0, gap, barrier, gamma=gamma) / base - 1
high_bias = 1.0
g_high = 0.5 * (conductance(high_bias, gap, barrier)
                + conductance(-high_bias, gap, barrier))
quantum = 2 * const.e**2 / const.h
gn, gs = quantum * normal, quantum * ratio * normal
series = 1000.0
apparent = (1 / gn + series) / (1 / gs + series)
ratio_low, ratio_high = [conductance(0, tiny_gap, barrier_for(t)) / t
                         for t in (T - 0.01, T + 0.01)]

print(f"Normal transmission T: {normal:.4f}")
print(f"Andreev probability R_he: {rhe:.5f}")
print(f"Normal reflection R_ee: {ree:.5f}")
print(f"G_NS/G_N, wave matching: {ratio:.5f}")
print(f"4/9 as decimal: {4 / 9:.5f}")
print(f"Conductance quantum 2e^2/h: {quantum * 1e6:.3f} uS")
print(f"G_N: {gn * 1e6:.3f} uS")
print(f"G_NS: {gs * 1e6:.3f} uS")
print(f"1/G_N: {1e-3 / gn:.3f} kOhm")
print(f"1/G_NS: {1e-3 / gs:.3f} kOhm")
for n in range(5):
    print(f"R_he after {n + 1} path(s): {partial[n]:.5f}")
print(f"G ratio with scrambled loop phase: {incoherent:.4f}")
print(f"T where G_NS = G_N: {t_equal:.4f}")
print(f"Random contacts tested: {len(sampled_t)}")
print(f"Range of their T: {min(sampled_t):.3f} to {max(sampled_t):.3f}")
print(f"Largest error in G/(2e^2/h): {worst:.1e}")
print(f"Example gap: {gap:.2f} meV")
print(f"Example Fermi energy: {mu:.1f} meV")
print(f"Example mass: {mass_ratio:.3f} electron masses")
print(f"Delta-barrier strength: {barrier:.1f} meV nm")
print(f"gap/mu: {gap / mu:.3f}")
print(f"G_NS change, finite gap/mu: {100 * shift_mu:+.2f} %")
print(f"Temperature: {temperature * 1e3:.0f} mK")
print(f"Thermal energy kT: {kt * 1e3:.2f} ueV")
print(f"G_NS change, temperature: {100 * shift_t:+.2f} %")
print(f"Bias: {bias * 1e3:.0f} uV")
print(f"G_NS change, bias: {100 * shift_bias:+.2f} %")
print(f"Spacer length: {spacer:.0f} nm")
print(f"G_NS change, spacer at zero bias: {100 * shift_spacer:+.2f} %")
print(f"G_NS change, spacer and bias: {100 * shift_both:+.2f} %")
print(f"Subgap broadening: {gamma * 1e3:.1f} ueV")
print(f"G_NS change, broadening: {100 * shift_gamma:+.2f} %")
print(f"Series resistance: {series / 1e3:.1f} kOhm")
print(f"Apparent G ratio with series resistance: {apparent:.4f}")
print(f"High-bias reading at +/-: {high_bias:.1f} mV")
print(f"High-bias G relative to G_N: {g_high / normal:.4f}")
print(f"G ratio at T = {T - 0.01:.2f}: {ratio_low:.4f}")
print(f"G ratio at T = {T + 0.01:.2f}: {ratio_high:.4f}")
print("tests ok")
```

It prints:

```
Normal transmission T: 0.5000
Andreev probability R_he: 0.11111
Normal reflection R_ee: 0.88889
G_NS/G_N, wave matching: 0.44444
4/9 as decimal: 0.44444
Conductance quantum 2e^2/h: 77.481 uS
G_N: 38.740 uS
G_NS: 17.218 uS
1/G_N: 25.813 kOhm
1/G_NS: 58.079 kOhm
R_he after 1 path(s): 0.25000
R_he after 2 path(s): 0.06250
R_he after 3 path(s): 0.14063
R_he after 4 path(s): 0.09766
R_he after 5 path(s): 0.11816
G ratio with scrambled loop phase: 1.3333
T where G_NS = G_N: 0.7639
Random contacts tested: 40
Range of their T: 0.140 to 0.953
Largest error in G/(2e^2/h): 2.8e-07
Example gap: 0.20 meV
Example Fermi energy: 10.0 meV
Example mass: 0.025 electron masses
Delta-barrier strength: 246.9 meV nm
gap/mu: 0.020
G_NS change, finite gap/mu: -1.32 %
Temperature: 50 mK
Thermal energy kT: 4.31 ueV
G_NS change, temperature: +0.14 %
Bias: 20 uV
G_NS change, bias: +0.90 %
Spacer length: 100 nm
G_NS change, spacer at zero bias: +3.17 %
G_NS change, spacer and bias: +4.44 %
Subgap broadening: 4.0 ueV
G_NS change, broadening: +4.65 %
Series resistance: 1.0 kOhm
Apparent G ratio with series resistance: 0.4538
High-bias reading at +/-: 1.0 mV
High-bias G relative to G_N: 1.0129
G ratio at T = 0.49: 0.4298
G ratio at T = 0.51: 0.4594
tests ok
```
